# Orbital Hessians and Real Excitation Energies in Adiabatic Time-Dependent Density Functional Theory: test program

```python
"""Result under test: for a stationary determinant with real orbitals, rotated by
kappa = x + i y, the energy is E0 + x.(A+B).x + y.(A-B).y to second order.
The response frequencies obey omega^2 x = (A-B)(A+B) x and are real at a minimum.
A, B   : response matrices of adiabatic TDDFT, indexed by occupied-virtual pairs
kappa  : amplitude of virtual orbital a mixed into occupied orbital i, per spin
S, D   : A+B (real rotations) and A-B (imaginary rotations)
System : twisted ethylene, LDA0 hybrid functional, 6-31G basis, restricted orbitals.
Internal units are hartree; printed energies are in eV."""
import numpy as np
from scipy.linalg import expm
from scipy.constants import physical_constants
from pyscf import gto, dft

EV = physical_constants["Hartree energy in eV"][0]
XC = "0.25*HF + 0.75*SLATER, LDA_C_PW_MOD"   # definition of LDA0
CX = dft.libxc.hybrid_coeff(XC)
R_CC, R_CH, ANGLE_HCC = 1.33, 1.09, 121.5
rng = np.random.default_rng(7)


def ethylene(twist):
    """Each CH2 group is turned by half the twist, in opposite senses."""
    tilt = np.radians(180.0 - ANGLE_HCC)
    atoms = []
    for side in (1, -1):
        azimuth = side * np.radians(twist) / 2
        atoms.append(("C", (0.0, 0.0, side * R_CC / 2)))
        for sign in (1, -1):
            r = sign * R_CH * np.sin(tilt)
            z = side * (R_CC / 2 + R_CH * np.cos(tilt))
            atoms.append(("H", (r * np.cos(azimuth), r * np.sin(azimuth), z)))
    return gto.M(atom=atoms, basis="6-31g", unit="Angstrom", verbose=0)


class Determinant:
    """Ground state, plus energy and Fock matrices of any rotated determinant."""

    def __init__(self, twist):
        mol = ethylene(twist)
        mf = dft.RKS(mol)
        mf.xc = XC
        mf.grids.atom_grid = (40, 194)
        mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-6, 100
        mf.kernel()
        assert mf.converged
        c = mf.mo_coeff
        self.scf_energy, self.eps = mf.e_tot, mf.mo_energy
        self.nocc, self.n = mol.nelectron // 2, c.shape[1]
        self.nvir = self.n - self.nocc
        self.enuc = mol.energy_nuc()
        self.h = c.T @ mf.get_hcore() @ c
        eri = mol.intor("int2e")
        for _ in range(4):   # each pass transforms one index and cycles the axes
            eri = np.tensordot(eri, c, axes=([0], [0]))
        self.eri = eri
        phi = mol.eval_gto("GTOval_sph", mf.grids.coords) @ c
        density = 2 * np.sum(phi[:, :self.nocc]**2, axis=1)
        keep = density > 1e-12   # drop empty space, where the kernel is singular
        self.phi, self.w = phi[keep], mf.grids.weights[keep]
        self.rho_spin = density[keep] / 2

    def density_matrices(self, kappa):
        o = self.nocc
        result = []
        for k in kappa:
            generator = np.zeros((self.n, self.n), complex)
            generator[o:, :o] = k.T
            generator[:o, o:] = -k.conj()
            occupied = expm(generator)[:, :o]
            result.append(occupied @ occupied.conj().T)
        return result

    def energy_fock(self, gammas):
        """Energy functional and its derivative, from their definitions."""
        total = sum(gammas).real
        coulomb = np.tensordot(self.eri, total, axes=([2, 3], [0, 1]))
        rho = np.array([np.sum((self.phi @ g.real) * self.phi, axis=1)
                        for g in gammas])
        exc, vxc = dft.libxc.eval_xc(XC, rho, spin=1, deriv=1)[:2]
        v = np.asarray(vxc[0])
        energy = self.enuc + np.sum(self.h * total) + np.sum(coulomb * total) / 2
        energy += np.dot(self.w * exc, rho.sum(axis=0))
        focks = []
        for s, g in enumerate(gammas):
            exchange = np.tensordot(self.eri, g, axes=([1, 2], [0, 1]))
            energy -= CX / 2 * np.trace(g @ exchange).real
            local = self.phi.T @ ((self.w * v[:, s])[:, None] * self.phi)
            focks.append(self.h + coulomb + local - CX * exchange)
        return energy, focks

    def energy(self, kappa):
        return self.energy_fock(self.density_matrices(kappa))[0]

    def response_matrices(self):
        """A and B, each as (same-spin block, opposite-spin block)."""
        o, m = self.nocc, self.nocc * self.nvir
        rho = np.array([self.rho_spin, self.rho_spin])
        f = np.asarray(dft.libxc.eval_xc(XC, rho, spin=1, deriv=2)[2][0])
        pairs = (self.phi[:, :o, None] * self.phi[:, None, o:]).reshape(-1, m)
        f_same = pairs.T @ ((self.w * f[:, 0])[:, None] * pairs)
        f_opp = pairs.T @ ((self.w * f[:, 1])[:, None] * pairs)
        iajb = self.eri[:o, o:, :o, o:]
        direct = iajb.reshape(m, m)
        ijab = self.eri[:o, :o, o:, o:].transpose(0, 2, 1, 3).reshape(m, m)
        ibja = iajb.transpose(0, 3, 2, 1).reshape(m, m)
        gaps = (self.eps[None, o:] - self.eps[:o, None]).ravel()
        a = (np.diag(gaps) + direct + f_same - CX * ijab, direct + f_opp)
        b = (direct + f_same - CX * ibja, direct + f_opp)
        return a, b


def response_frequencies(a, b):
    """Frequencies from the full non-symmetric response problem."""
    return np.linalg.eigvals(np.block([[a, b], [-b, -a]]))


def curvature(det, kappa, e0):
    """Second-order energy coefficient by extrapolated central differences."""
    def second(t):
        return (det.energy(t * kappa) + det.energy(-t * kappa) - 2 * e0) / (2 * t * t)
    return (4 * second(0.01) - second(0.02)) / 3


def spin_full(blocks):
    return np.block([[blocks[0], blocks[1]], [blocks[1], blocks[0]]])


print("C-C, C-H lengths (angstrom):", R_CC, R_CH, " H-C-C angle (deg):", ANGLE_HCC)
print(f"exact-exchange fraction of LDA0: {CX:.2f}")
worst_hessian = worst_motion = 0.0
for twist in (0, 30, 60, 75):
    det = Determinant(twist)
    shape = (2, det.nocc, det.nvir)
    e0 = det.energy(np.zeros(shape))
    assert abs(e0 - det.scf_energy) < 1e-6
    a, b = det.response_matrices()
    if twist == 0:
        print("occupied, virtual orbitals, pairs per spin:",
              det.nocc, det.nvir, det.nocc * det.nvir)
    print(f"--- twist {twist} deg: ground-state energy {e0 * EV:.3f} eV")
    o = det.nocc
    print(f"HOMO-LUMO gap: {(det.eps[o] - det.eps[o - 1]) * EV:.3f} eV")
    lowest = {}
    for name, sign in (("singlet", 1), ("triplet", -1)):
        a_s, b_s = a[0] + sign * a[1], b[0] + sign * b[1]
        real_vals, real_vecs = np.linalg.eigh(a_s + b_s)
        imag_vals, imag_vecs = np.linalg.eigh(a_s - b_s)
        assert imag_vals[0] > 0
        omega2 = response_frequencies(a_s, b_s)**2
        assert np.max(np.abs(omega2.imag)) < 1e-7
        omega2 = np.sort(omega2.real)
        root = (imag_vecs * np.sqrt(imag_vals)) @ imag_vecs.T
        symmetric = np.linalg.eigvalsh(root @ (a_s + b_s) @ root)
        assert np.allclose(omega2, np.repeat(symmetric, 2), rtol=1e-7, atol=1e-7)
        # inertia: each downhill real rotation gives one pair of imaginary omega
        assert np.sum(omega2 < 0) == 2 * np.sum(real_vals < 0)
        tda = np.linalg.eigvalsh(a_s)[0]
        omega = np.sqrt(complex(omega2[0]))
        if real_vals[0] > 0:
            assert omega2[0] > 0 and tda >= omega.real - 1e-9
        lowest[name] = (real_vals[0], real_vecs[:, 0], imag_vals[0],
                        imag_vecs[:, 0], omega2[0])
        print(f"{name}: lowest eigenvalue of A+B {real_vals[0] * EV:.3f} eV, "
              f"of A-B {imag_vals[0] * EV:.3f} eV")
        kind = "real" if omega2[0] > 0 else "imaginary"
        print(f"{name}: lowest omega {abs(omega) * EV:.3f} eV ({kind}), "
              f"TDA {tda * EV:.3f} eV")
    assert abs(lowest["singlet"][2] - lowest["triplet"][2]) < 1e-9

    if twist in (0, 75):
        a_full, b_full = spin_full(a), spin_full(b)
        x, y = rng.normal(size=(2,) + shape)
        x, y = x / np.linalg.norm(x), y / np.linalg.norm(y)
        for kappa in (x + 0j, 1j * y, (x + 1j * y) / np.sqrt(2)):
            re, im = kappa.real.ravel(), kappa.imag.ravel()
            formula = re @ (a_full + b_full) @ re + im @ (a_full - b_full) @ im
            error = abs(curvature(det, kappa, e0) - formula)
            worst_hessian = max(worst_hessian, error)
        # equation of motion: d(gamma)/dt = -i [F, gamma], linearized numerically
        kappa, step = (x + 1j * y) / np.sqrt(2), 1e-3
        rates = []
        for t in (step, -step):
            gammas = det.density_matrices(t * kappa)
            focks = det.energy_fock(gammas)[1]
            rates.append(np.array([(-1j * (f @ g - g @ f))[o:, :o].T
                                   for f, g in zip(focks, gammas)]))
        measured = ((rates[0] - rates[1]) / (2 * step)).ravel()
        k = kappa.ravel()
        predicted = -1j * (a_full @ k + b_full @ k.conj())
        worst_motion = max(worst_motion, np.max(np.abs(measured - predicted)))
    if twist == 0:
        assert lowest["singlet"][0] > 0 and lowest["triplet"][0] > 0

# Here det and lowest belong to the last, most twisted geometry.
value, vector, imag_value, imag_vector, omega2_triplet = lowest["triplet"]
assert value < 0 and omega2_triplet < 0
mode = np.array([vector, -vector]).reshape(shape) / np.sqrt(2)
imag_mode = 1j * np.array([imag_vector, -imag_vector]).reshape(shape) / np.sqrt(2)
curv_real, curv_imag = curvature(det, mode, e0), curvature(det, imag_mode, e0)
worst_hessian = max(worst_hessian, abs(curv_real - value), abs(curv_imag - imag_value))
print("--- lowest triplet rotations at the last twist, energy differences")
print(f"real rotation: curvature {curv_real * EV:.4f} eV, A+B {value * EV:.4f} eV")
print(f"imaginary rotation: curvature {curv_imag * EV:.4f} eV, "
      f"A-B {imag_value * EV:.4f} eV")
amplitudes = np.arange(1, 13) / 10
changes = np.array([det.energy(s * mode) - e0 for s in amplitudes])
best = np.argmin(changes)
assert changes[best] < 0 and changes[0] < 0
print(f"energy change at amplitude {amplitudes[0]:.1f}: {changes[0] * EV:.5f} eV, "
      f"quadratic law {value * amplitudes[0]**2 * EV:.5f} eV")
print(f"lowest energy on the scan: {changes[best] * EV:.3f} eV "
      f"at amplitude {amplitudes[best]:.1f}")

# Tolerances cover the finite-step error of the numerical derivatives.
print(f"largest Hessian test error: {worst_hessian:.1e} hartree")
print(f"largest equation-of-motion test error: {worst_motion:.1e} hartree")
assert worst_hessian < 2e-5 and worst_motion < 2e-5

print("--- small matrices, dimensionless")
a1, b1 = np.array([[-1.5]]), np.array([[0.5]])
w = response_frequencies(a1, b1)
assert (a1 + b1)[0, 0] < 0 and (a1 - b1)[0, 0] < 0
assert np.max(np.abs(np.imag(w))) < 1e-12
print(f"maximum: A+B = {(a1 + b1)[0, 0]:.1f}, A-B = {(a1 - b1)[0, 0]:.1f}, "
      f"omega = +-{np.max(np.real(w)):.4f}")
s2, d2 = np.diag([1.0, -1.0]), np.array([[0.0, 1.0], [1.0, 0.0]])
w = response_frequencies((s2 + d2) / 2, (s2 - d2) / 2)
assert np.min(np.abs(w.real)) > 0.1 and np.min(np.abs(w.imag)) > 0.1
print("both indefinite: A+B =", s2.tolist(), " A-B =", d2.tolist())
print(f"  omega = +-{abs(w[0].real):.4f} +- {abs(w[0].imag):.4f} i")
s3, d3 = 0.0, 1.0
a3, b3 = (s3 + d3) / 2, (s3 - d3) / 2
m3 = np.array([[a3, b3], [-b3, -a3]])
assert np.linalg.matrix_rank(m3) == 1 and np.allclose(m3 @ m3, 0)
flow = expm(10.0 * np.array([[0.0, d3], [-s3, 0.0]]))
assert abs(flow[0, 1] - 10.0) < 1e-10
print(f"semidefinite: A+B = {s3:.1f}, A-B = {d3:.1f}, "
      f"x at time 10 from x=0, y=1: {flow[0, 1]:.1f}")
print("all assertions hold")
```

Output:

```
C-C, C-H lengths (angstrom): 1.33 1.09  H-C-C angle (deg): 121.5
exact-exchange fraction of LDA0: 0.25
occupied, virtual orbitals, pairs per spin: 8 18 144
--- twist 0 deg: ground-state energy -2125.040 eV
HOMO-LUMO gap: 8.274 eV
singlet: lowest eigenvalue of A+B 8.595 eV, of A-B 6.229 eV
singlet: lowest omega 8.357 eV (real), TDA 8.367 eV
triplet: lowest eigenvalue of A+B 3.052 eV, of A-B 6.229 eV
triplet: lowest omega 4.382 eV (real), TDA 4.702 eV
--- twist 30 deg: ground-state energy -2124.540 eV
HOMO-LUMO gap: 7.150 eV
singlet: lowest eigenvalue of A+B 7.577 eV, of A-B 5.050 eV
singlet: lowest omega 6.564 eV (real), TDA 6.948 eV
triplet: lowest eigenvalue of A+B 2.241 eV, of A-B 5.050 eV
triplet: lowest omega 3.403 eV (real), TDA 3.746 eV
--- twist 60 deg: ground-state energy -2123.056 eV
HOMO-LUMO gap: 4.802 eV
singlet: lowest eigenvalue of A+B 5.225 eV, of A-B 2.669 eV
singlet: lowest omega 3.903 eV (real), TDA 4.446 eV
triplet: lowest eigenvalue of A+B 0.221 eV, of A-B 2.669 eV
triplet: lowest omega 0.778 eV (real), TDA 1.543 eV
--- twist 75 deg: ground-state energy -2121.964 eV
HOMO-LUMO gap: 3.457 eV
singlet: lowest eigenvalue of A+B 3.925 eV, of A-B 1.316 eV
singlet: lowest omega 2.374 eV (real), TDA 3.097 eV
triplet: lowest eigenvalue of A+B -1.037 eV, of A-B 1.316 eV
triplet: lowest omega 1.185 eV (imaginary), TDA 0.231 eV
--- lowest triplet rotations at the last twist, energy differences
real rotation: curvature -1.0366 eV, A+B -1.0366 eV
imaginary rotation: curvature 1.3162 eV, A-B 1.3162 eV
energy change at amplitude 0.1: -0.01022 eV, quadratic law -0.01037 eV
lowest energy on the scan: -0.207 eV at amplitude 0.7
largest Hessian test error: 4.9e-08 hartree
largest equation-of-motion test error: 7.5e-08 hartree
--- small matrices, dimensionless
maximum: A+B = -1.0, A-B = -2.0, omega = +-1.4142
both indefinite: A+B = [[1.0, 0.0], [0.0, -1.0]]  A-B = [[0.0, 1.0], [1.0, 0.0]]
  omega = +-0.7071 +- 0.7071 i
semidefinite: A+B = 0.0, A-B = 1.0, x at time 10 from x=0, y=1: 10.0
all assertions hold
```
